# Finite volumes for electromigration stress on a branched interconnect

## Scaling of the answer

Let a metal line of length \(L\) carry a steady current, starting from zero stress. Two constants enter: a stress gradient \(G\) that balances the electron wind, and a stress diffusivity \(\kappa\) with units length²/time. The equations below are linear in the stress \(\sigma\) and \(G\) together, so

\[
\sigma=GL\,f\!\left(\frac{x}{L},\frac{\kappa t}{L^2}\right).
\]

Reversing the current reverses \(\sigma\). For a branched tree, \(f\) also depends on the ratios of lengths, cross-sections, diffusivities and currents. The time to reach a critical tension \(\sigma_c\), if it is reached, is therefore \(t_c=(L^2/\kappa)\,\Phi(\sigma_c/GL)\), with \(\Phi\) fixed by those ratios. The numerical task is to find \(f\) and \(\Phi\).

## Equations on a segment and at a junction

Take \(\sigma\) as hydrostatic stress, positive in tension, and \(j\) as conventional current density along the segment axis \(x\). An atom has chemical potential \(\mu=\mu_0-\Omega\sigma\), where \(\Omega\) is its volume. Electrons move against \(j\) and push atoms with force \(-Z^*e\rho j\), where \(Z^*>0\) and \(\rho\) is the resistivity. With concentration \(1/\Omega\) and mobility \(D/kT\), the atomic flux is

\[
J=\frac{D}{\Omega kT}\left(-\frac{\partial\mu}{\partial x}-Z^*e\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}-G\right),\qquad
G=\frac{Z^*e\rho j}{\Omega}.
\]

Losing atoms raises tension: \(dC/C=-d\sigma/B\), with \(B\) the effective modulus of the confined line. Setting \(C\simeq1/\Omega\) in \(\partial_tC=-\partial_xJ\) gives \(\partial_t\sigma=B\Omega\,\partial_xJ\), or

\[
\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}-G\right)\right],\qquad \kappa=\frac{DB\Omega}{kT}.
\]

This assumes local vacancy equilibrium, constant \(D\), \(B\) and temperature, and no void. I take \(B\) equal in all segments.

Enclose a junction in a volume of size \(\varepsilon\), small compared with the segment lengths. Its storage vanishes as \(\varepsilon\to0\), so the outward atomic flows cancel: \(\sum_iA_iJ_i=0\). Here \(A_i\) are cross-sections; the bare fluxes \(J_i\) need not sum to zero. Finite fluxes require finite stress gradients, so stress differences across the volume are of order \(\varepsilon\), and the stress is common to all branches. A terminal that blocks atoms is the same rule with one branch. Electrons may pass through it.

It is convenient to use \(F=B\Omega AJ=A\kappa(\partial_x\sigma-G)\), which obeys the same junction sum.

## The scheme

Divide each segment into equal cells of length \(h\), with stresses at their centres, and give each vertex one stress value but no volume. Integrating over a cell gives

\[
Ah\frac{d\sigma_i}{dt}=F_{\rm right}-F_{\rm left},\qquad
F=\frac{A\kappa}{\ell}(\Delta\sigma-G\ell).
\]

The gap \(\ell\) is \(h\) between cell centres and \(h/2\) between a cell and a vertex. At a vertex, measure \(G_i\) outward and let \(T_i=2A_i\kappa_i/h_i\). Zero net flow, \(\sum_iT_i(\sigma_i-\sigma_v-G_ih_i/2)=0\), gives

\[
\sigma_v=\frac{\sum_iT_i(\sigma_i-G_ih_i/2)}{\sum_iT_i}.
\]

Call each connection between neighbouring unknowns a link. Let \(E\) take the head value minus the tail value on each link, \(T\) be the diagonal matrix of \(A\kappa/\ell\), \(d\) hold the drops \(G\ell\), and \(M\) hold the cell volumes \(Ah\) and zeros for vertices. Then

\[
M\dot\sigma=-E^{\mathsf T}T(E\sigma-d).
\]

Each column of \(E^{\mathsf T}\) sums to zero, so adding all rows gives conservation of \(\sum_iA_ih_i\sigma_i\), summed over the cells.

For time steps \(\Delta t\), write \(K=E^{\mathsf T}TE\), \(b=E^{\mathsf T}Td\), and solve

\[
\begin{aligned}
(M+\gamma\Delta tK)Y&=M\sigma^n+\gamma\Delta t\,b,\\
(M+\gamma\Delta tK)\sigma^{n+1}&=M\sigma^n+\gamma\Delta t\,b+(1-\gamma)\Delta t(b-KY).
\end{aligned}
\]

In a vertex row \(M=0\). The first line gives \((KY)_v=b_v\); the last term of the second then vanishes there, leaving \((K\sigma^{n+1})_v=b_v\). Both stages satisfy the junction rule, whatever vertex value was supplied initially.

For a decaying mode \(\dot y=\lambda y\), put \(z=\lambda\Delta t\). The stages give \(Y=y^n/(1-\gamma z)\) and

\[
\frac{y^{n+1}}{y^n}=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}
=1+z+(2\gamma-\gamma^2)z^2+\cdots.
\]

Second order needs \(2\gamma-\gamma^2=1/2\); I take the root \(\gamma=1-1/\sqrt2\). For \(z=-a\le0\) the numerator has magnitude at most \(1+0.42a\), while the denominator is at least \(1+0.58a\). No mode grows, and the factor tends to zero as \(a\to\infty\).

## Spatial error

Insert the continuous solution into the difference formulas. Taylor expansion about an interior face, and about a vertex with \(x\) pointing outward, gives

\[
\frac{\Delta\sigma}{h}=\sigma'+\frac{h^2}{24}\sigma'''+\cdots,\qquad
\frac{\sigma(h/2)-\sigma(0)}{h/2}=\sigma'+\frac h4\sigma''+\frac{h^2}{24}\sigma'''+\cdots.
\]

The vertex flow is wrong at first order, by \(\phi=A\kappa h\sigma''/4\). Dividing by \(T=2A\kappa/h\) shows that this equals a false stress step of only \(h^2\sigma''/8\) across the link. The error enters the vertex and its neighbouring cell with opposite signs: it is a dipole of width \(h/2\).

To turn this into an estimate, let \(e\) be the numerical stress minus the continuous stress at the same points, and let \(\phi\) now denote the flow errors on all links. Subtracting the balances gives

\[
M\dot e=-Ke-E^{\mathsf T}\phi+q.
\]

The term \(q\) arises because a cell average differs from its centre value by \(h^2\sigma''/24\); hence \(q\) is \(M\) times a quantity of order \(h^2\). Define a correction \(z_c\) that is zero at vertices, equals \(-h^2\sigma''/8\) near each segment end, and varies linearly between the two ends. On vertex links \(TEz_c\) cancels the first-order part of \(\phi\). On interior links \(Ez_c=O(h^3)\), so \(TEz_c=O(h^2)\). With \(e=z_c+r\),

\[
M\dot r=-Kr-E^{\mathsf T}\psi+p,\qquad \psi=\phi+TEz_c=O(h^2),
\]

where \(p=q-M\dot z_c\) is \(M\) times \(O(h^2)\). Multiply by \(r^{\mathsf T}\) and use \(-uv\le u^2/2+v^2/2\) on each link:

\[
\frac12\frac{d}{dt}r^{\mathsf T}Mr\le-\frac12(Er)^{\mathsf T}T(Er)
+\frac12\psi^{\mathsf T}T^{-1}\psi+r^{\mathsf T}p.
\]

There are \(O(1/h)\) links with \(T^{-1}=O(h)\), so the \(\psi\) term is \(O(h^4)\). Integrating over a fixed time gives a volume-weighted root-mean-square error of order \(h^2\).

For vertex values, differentiate the equation for \(r\) in time. The same estimate makes \(\dot r\) of order \(h^2\) in that norm. The product \(r^{\mathsf T}M\dot r\) is then \(O(h^4)\), and the inequality bounds \((Er)^{\mathsf T}T(Er)\) by \(O(h^4)\). Along any path, the Cauchy–Schwarz inequality bounds differences of \(r\) by the square root of \(\sum T^{-1}=O(1)\) times this energy, hence by \(O(h^2)\). Since the mean of \(r\) is also \(O(h^2)\), so is each vertex value.

The proof needs bounded derivatives, as when currents are ramped smoothly from zero. A sudden start violates this at \(t=0\), so its order has to be measured.

A reference without cells comes from the Laplace transform. On a segment with end transforms \(S_u,S_v\) and \(q_s=\sqrt{s/\kappa}\), solving \(s\hat\sigma=\kappa\hat\sigma''\) gives the tail flow

\[
\hat F(0)=A\kappa\left[q_s\frac{S_v-S_u\cosh q_sL}{\sinh q_sL}-\frac Gs\right].
\]

At the head, the fraction's numerator is \(S_v\cosh q_sL-S_u\). The junction sums form a small linear system for the vertex transforms, which I inverted numerically on a Talbot contour with 20 nodes.

The trial tree, in dimensionless units, has these segments, listed as vertices: \(L,A,\kappa,G\).

- 0–1: 1, 1, 1, 1
- 1–2: 0.6, 2, 0.5, −0.7
- 1–3: 0.8, 0.5, 2, 0.4
- 3–4: 0.4, 1.5, 1, 1.2
- 3–5: 0.6, 1, 1, 0

At \(t=0.1\) after a sudden start, the largest vertex error is \(4.47\times10^{-4}\) for \(h=0.05\) and \(1.12\times10^{-4}\) for \(h=0.025\). The ratio is 4.0, which is second order in this case.

The one-dimensional junction has its own modelling error. I solved current and stress on a square grid for a T whose arms have length \(L\): two arms of width \(a\) and a stem of width \(2a\), with four grid cells across \(a\). Current enters one arm and leaves by the stem; the other arm carries none. At \(t=0.5L^2/\kappa\), the stress in the last grid cells differs from the one-dimensional end stress by at most \(0.0128\,GL\) for \(a/L=1/15\) and \(0.0063\,GL\) for \(1/30\), with \(G\) taken in the current-carrying arm. Most of this is not a junction error: the cell centres lie half a cell from the wall, where the stress gradient is \(G\), and this offset accounts for \(0.0083\,GL\) and \(0.0042\,GL\). Corrected to the wall, the largest differences are about \(0.0045\,GL\) and \(0.0022\,GL\), nearly proportional to \(a/L\). They are not mainly grid error: finer grids at the same \(a/L\) give \(0.0048\,GL\) with 16 cells across \(a\) and \(0.0023\,GL\) with 8, respectively. Omitting the area weights raises the latter to \(0.046\,GL\).

## Long times, and a warning about them

In a steady state \(F\) is constant on each segment. It vanishes at a blocked terminal, hence on that whole segment; removing such segments one by one shows that it vanishes throughout the tree. Since \(\rho j=-dV/dx\), where \(V\) is the electric potential, conservation from zero initial stress gives

\[
\sigma_\infty=-\beta(V-\bar V),\qquad \beta=\frac{Z^*e}{\Omega},
\]

where \(\bar V\) is the volume average. The scheme reproduces this without spatial error: \(V\) is linear on each segment, so both differences and midpoint sums are exact.

The variable \(u=\sigma+\beta V\) obeys \(M\dot u=-Ku\). A cell holding the largest \(u\) cannot rise, and a vertex value is a weighted average of its neighbours. Thus \(u\) never exceeds its initial maximum, \(\beta V_{\max}\), and

\[
\sigma\le\beta(V_{\max}-V_{\min}).
\]

If the right side is below \(\sigma_c\), the threshold is not reached in this model. A steady peak below \(\sigma_c\) is a weaker statement and does not suffice. Consider two segments of equal \(A\) and \(\kappa\), fed with current at their common vertex: one has length 1 and stress drive 1, the other length 10 and drive 0.09, both directed away from the feed. The free end of the short segment has steady tension \(6/11=0.545\), the highest in the line. The Laplace solution gives 0.727 there at \(t=5\). The short segment first equilibrates with the nearby high-potential metal, and later with the whole line.

## A copper tree

Take \(T=573\) K, \(Z^*=1\), \(\Omega=1.18\times10^{-29}\) m³, \(B=20\) GPa, \(\rho=4\) µΩ cm and \(D=10^{-8}\exp(-0.9\ {\rm eV}/kT)\) m²/s. Then \(D=1.21\times10^{-16}\) m²/s and \(\kappa=13.0\) µm²/h. At 1 MA/cm², \(G=5.43\) MPa/µm. The lines are 0.2 µm thick. A current of 0.4 mA enters at vertex 0; 0.1 mA leaves at vertex 3 and 0.3 mA at vertex 4.

- a, 0–1: length 40 µm, width 0.2 µm, 1.0 MA/cm²
- b, 1–2: 30 µm, 0.2 µm, 0.75 MA/cm²
- c, 1–3: 20 µm, 0.1 µm, 0.5 MA/cm²
- d, 2–4: 25 µm, 0.1 µm, 1.5 MA/cm²
- stub, 2–5: 20 µm, 0.2 µm, no current

Assume \(\sigma_c=200\) MPa. A segment isolated by blocks at both ends has steady peak \(GL/2\). Here the transient never exceeds it. By antisymmetry the midpoint keeps zero stress; with \(x\) measured from there towards the tensile end, \(\sigma-Gx\) starts at or below zero and, by the maximum argument above, stays there. The largest value is \(5.43\times40/2=109\) MPa, in a; segment d gives 102 MPa. Each segment alone stays below the threshold.

In the tree, the potentials at vertices 0 to 5 are 0, −16, −25, −20, −40 and −25 mV. The segment volumes are 1.6, 1.2, 0.4, 0.5 and 0.8 µm³, so

\[
\bar V=-\frac{1.6(8)+1.2(20.5)+0.4(18)+0.5(32.5)+0.8(25)}{4.5}
=-17.97\ {\rm mV}.
\]

With \(\beta=13.58\) MPa/mV, vertex 4 tends to \(13.58(40-17.97)=299\) MPa, so the connected tree must cross the threshold.

Using 0.5 µm cells and 600 steps graded as \(t_n\propto n^3\) up to \(4(95\ {\rm µm})^2/\kappa\), the crossing occurs at 43.7 h, or 1.82 days. The Laplace solution gives the same time to these digits.

An early-time limit shows when the junction matters. Let \(y\) be distance from the tensile end. Before the far end is felt, \(\partial_y\sigma\) diffuses from the boundary value \(-G\), so it equals \(-G\,{\rm erfc}(y/2\sqrt{\kappa t})\). Integration gives

\[
\sigma_{\rm end}=2G\sqrt{\kappa t/\pi}.
\]

For d, \(G=8.15\) MPa/µm and the estimate is \(t=\pi(200/16.3)^2/13.0\approx36\) h. By then \(\sqrt{\kappa t}\approx22\) µm, comparable with the segment length of 25 µm, and the junction has begun to matter: the tree solution stands at 187 MPa at vertex 4, not 200 MPa.

At the crossing, the copper flows into vertex 2 are −17.75 nm³/s from b, 8.99 from d and 8.76 from the stub. The stub carries no current but supplies about half the copper that b takes away. With the currents held fixed, removing it changes \(\bar V\) to −16.45 mV, raises the steady peak to 320 MPa and shortens the crossing time to 39.5 h. The stub lowers the steady peak because its potential lies below the average. Vertex 3 shows overshoot: it stands at 54 MPa at the crossing, above its steady 28 MPa.

## How far the number carries to a real line

These parameters are rough typical values for an accelerated test of copper lines; the threshold is an assumption, and reaching it is not yet electrical failure. The barrier matters strongly: a change of 0.1 eV alters \(D\), and inversely the time, by a factor \(\exp(0.1/0.0494)\approx7.6\). Repeating the finite-volume run with \(D\) multiplied by \(\exp(\Omega\sigma/kT)\) moves the crossing from 43.7 to about 41.5 h (41.6 h when the factor is taken at the start of each of the 600 steps). If heat could flow only straight down through 1 µm of dielectric with conductivity 0.3 W/(m K), segment d would warm by about 6 K. Applied to the whole tree, the resulting factor 1.21 in \(D\), or 1.20 in \(\kappa\), would shorten the time to about 36.6 h. For an isolated line this is pessimistic: heat spreads sideways from a strip only 0.1 µm wide, and with dielectric all around it the rise is about 0.3 K.

Extrapolation to use at 378 K is more delicate. There \(\kappa\) is about 8000 times smaller, which alone would turn 43.7 h into roughly 40 years at the same currents and resistivity. But if the line is stress-free at 573 K, cooling by 195 K with a linear expansion mismatch of 14 ppm/K adds about \(3B\Delta\alpha\Delta T=164\) MPa of tension, if none relaxes. Only 36 MPa then remains before the threshold. The early-time law, in which time varies as the square of the required stress rise, gives \(36.3(36.2/200)^2\times8000\approx9500\) h, a little over one year. Including the factor \(\exp(\Omega\sigma/kT)\) in \(D\), which the prestress makes more important, shortens this to about 6500 h. With the resistivity held at 4 µΩ cm, then, the prestress shortens the extrapolated time by a factor of about 37 even with constant \(D\). A 0.1 eV change in the barrier, with the 573 K time held fixed, changes the extrapolated time by a factor of 2.8.

The fixed resistivity is itself a limit of this estimate. Copper's resistivity falls by about 0.0068 µΩ cm per kelvin on cooling, which would bring it to about 2.7 µΩ cm at 378 K, and \(G\) falls in proportion if \(Z^*\) stays fixed. From zero stress the steady peak would then be about 200 MPa instead of 299 MPa, so close to the threshold that the 40 years loses its meaning. With the prestress and constant \(D\), the time would rise from about 9500 to 21 000 h. These two figures rest on a fixed \(Z^*\). Only the product \(Z^*\rho\) enters \(G\), and in the ballistic picture of the electron wind \(Z^*\) varies as \(1/\rho\), so that \(G\) would not fall at all; the two cases bracket the effect. An estimate for operating temperature should therefore start from the stress actually left in the line after cooling and relaxation, and use the product \(Z^*\rho\) at that temperature.

Numerical values quoted here were computed with a short program.
